\section*{Diffusion-Limited Gettering Time for Dilute Spherical Sinks}

\section{The form of the answer}

A dissolved impurity with diffusivity $D$ wanders through a crystal that contains immobile spherical sinks of radius $r$ and number density $n$. An impurity that touches a sink is captured. How long does it take for the dissolved concentration to fall by a factor $e$?

The available quantities have the dimensions
\begin{equation}
[D]=\frac{\text{length}^2}{\text{time}},\qquad [r]=\text{length},\qquad [n]=\frac{1}{\text{length}^{3}} .
\end{equation}
The product $Drn$ is a rate, and $nr^3$ is the one independent dimensionless combination. Hence
\begin{equation}
\frac1\tau = Drn\,F(nr^3),
\end{equation}
with an unknown function $F$. Dimensions alone go no further. If the sinks are so dilute that each captures at a rate unaffected by the others, doubling $n$ doubles $1/\tau$. Then $F$ must tend to a constant as $nr^3\to0$, and $\tau\propto1/(Drn)$.

The rate is proportional to the radius of a sink, not to its area. A capture coefficient has the dimension volume per time, and the combination of $D$ and $r$ with that dimension is $Dr$. An area law would need a velocity as a further parameter; one appears below, when capture at the surface is slow.

The assumptions are these. The impurity is initially uniform, and the sinks are spread evenly through the same volume, either regularly or independently at random, but not in clusters. They keep their size, do not saturate and do not release what they capture. There is no drift, no supply of impurity from other traps and no competing outer surface. Until stated otherwise, the concentration at a sink surface is zero.

\section{The constant, from one sink}

Let $\rho$ be the distance from the centre of a sink and $c_b$ the concentration far from it. In a steady state, the same number of impurities per unit time crosses every sphere around the sink, so $\rho^2\,dc/d\rho$ is a constant $B$. Integration gives $c=A-B/\rho$. The condition $c\to c_b$ far away gives $A=c_b$, and $c(r)=0$ gives $B=rc_b$. Thus
\begin{equation}
c(\rho)=c_b\left(1-\frac r\rho\right). \label{eq:profile}
\end{equation}
The inward flux density is $D\,dc/d\rho$, and the capture rate of one sink is
\begin{equation}
I=4\pi\rho^2D\,\frac{dc}{d\rho}=4\pi\rho^2D\,\frac{rc_b}{\rho^2}=4\pi Dr\,c_b .
\end{equation}
The area contributes $r^2$ and the gradient at the surface, $c_b/r$, removes one power of $r$.

With $n$ sinks per unit volume, and $c_b$ replaced by the mean concentration $\bar c$,
\begin{equation}
\frac{d\bar c}{dt}=-4\pi Drn\,\bar c,
\qquad \bar c(t)=\bar c(0)\,e^{-t/\tau_0},
\qquad \boxed{\tau_0=\frac1{4\pi Drn}} . \label{eq:tau0}
\end{equation}
This is an e-folding time. Reaching a remaining fraction $f$ takes $\tau_0\ln(1/f)$.

\section{Which zones must be separated?}

Define the radius $R$ of the volume per sink, and the ratio $x$, by
\begin{equation}
\frac{4\pi}{3}R^3=\frac1n,\qquad x=\frac rR .
\end{equation}
The volume fraction of sinks is $x^3$. Since $4\pi n=3/R^3$,
\begin{equation}
\tau_0=\frac{R^3}{3Dr}=\frac{R^2}{3xD}. \label{eq:tauR}
\end{equation}

It is tempting to justify (\ref{eq:tau0}) by saying that the depletion zones do not overlap. Whether this is true depends on what a zone is. If its size is the diffusion length $\sqrt{Dt}$, then at $t=\tau_0$
\begin{equation}
\frac{\sqrt{D\tau_0}}{R}=\frac1{\sqrt{3x}}, \label{eq:length}
\end{equation}
which is large for small $x$. The diffusion fields overlap thoroughly, and the more dilute the sinks, the larger this ratio.

The capture before overlap can be calculated. For an isolated sink in an initially uniform concentration $c_0$, put $w=\rho(c_0-c)$. The spherical diffusion equation becomes $\partial_tw=D\,\partial_\rho^2w$, with $w=rc_0$ at $\rho=r$ and $w=0$ initially. This is the one-dimensional problem solved by the complementary error function, so
\begin{equation}
c=c_0\left[1-\frac r\rho\,\mathrm{erfc}\!\left(\frac{\rho-r}{2\sqrt{Dt}}\right)\right].
\end{equation}
At $\rho=r$, differentiating the factor $1/\rho$ gives $c_0/r$. The derivative of $\mathrm{erfc}(z)$ at $z=0$ is $-2/\sqrt\pi$, which gives a further $c_0/\sqrt{\pi Dt}$. The capture rate is therefore
\begin{equation}
I(t)=4\pi r^2D\left(\frac{c_0}{r}+\frac{c_0}{\sqrt{\pi Dt}}\right)
=4\pi Drc_0\left(1+\frac r{\sqrt{\pi Dt}}\right).
\end{equation}
Integrate from $0$ to $t$ and divide by the initial content of the volume per sink, $4\pi R^3c_0/3$, neglecting the sink's own volume:
\begin{equation}
\text{captured fraction}=\frac{3rDt}{R^3}+\frac{6r^2}{R^3}\sqrt{\frac{Dt}{\pi}} .
\end{equation}
The diffusion length equals $R$ at $t=R^2/D$, where the fraction is
\begin{equation}
3x+\frac{6x^2}{\sqrt\pi}. \label{eq:early}
\end{equation}
For $x\ll1$ nearly all the impurity is still dissolved when the fields meet. Most of the gettering happens afterwards, as the overlapping fields lower the common background.

The estimate survives because the \emph{strongly} depleted shell is a few $r$ wide. By (\ref{eq:profile}), the concentration at $10r$ is already $0.9c_b$. Averaging the relative deficit $r/\rho$ of this isolated-sink profile over the volume per sink gives, to leading order,
\begin{equation}
\frac{3}{R^3}\int_0^R\rho^2\,\frac r\rho\,d\rho=\frac{3r}{2R}=\frac32x .
\end{equation}
In the cell treated below, competition between sinks changes the profile near $R$ and hence the coefficient, but the leading correction is still proportional to $x$. Other arrangements can have a correction of different order. For sinks placed independently at random it is smaller: about $r/\sqrt{D\tau_0}=\sqrt3\,x^{3/2}$, a result quoted here without derivation. Replacing $c_b$ by $\bar c$ is thus justified when $x\ll1$. For sinks that are not clustered, the required separation is $r\ll R$, not $\sqrt{Dt}\ll R$.

\section{Controlled derivation in a cell}

To find the size of the error, replace the surroundings of each sink by a sphere of radius $R$ with no flux through its outer surface. This models a regular arrangement in which neighbouring sinks compete equally. The dissolved impurity occupies $r<\rho<R$.

\subsection{Mean capture time}

Let $S(t)$ be the fraction still dissolved. The fraction captured between $t$ and $t+dt$ is $-S'(t)\,dt$, so the mean capture time is
\begin{equation}
T=-\int_0^\infty tS'(t)\,dt=\int_0^\infty S(t)\,dt ,
\end{equation}
after integration by parts; the boundary term vanishes because $S$ decays exponentially. Define $u(\rho)=\int_0^\infty c(\rho,t)\,dt/c_0$. Its average over the shell is $T$. Integrating $\partial_tc=D\nabla^2c$ over all times gives $0-c_0=D\nabla^2(c_0u)$, hence
\begin{equation}
\frac{D}{\rho^2}\frac{d}{d\rho}\left(\rho^2\frac{du}{d\rho}\right)=-1,
\qquad u(r)=0,\qquad u'(R)=0 .
\end{equation}
One integration, with the condition at $R$, yields
\begin{equation}
\rho^2u'=\frac{R^3-\rho^3}{3D}. \label{eq:uprime}
\end{equation}
Dividing by $\rho^2$ and integrating from $r$,
\begin{equation}
u(\rho)=\frac{R^3}{3D}\left(\frac1r-\frac1\rho\right)-\frac{\rho^2-r^2}{6D}. \label{eq:u}
\end{equation}

For the average, integrate by parts, using $(\rho^3-R^3)/3$ as the antiderivative of $\rho^2$. The boundary terms vanish, at $R$ because this factor is zero and at $r$ because $u$ is zero:
\begin{align}
T&=\frac{3}{R^3-r^3}\int_r^R\rho^2u\,d\rho
=\frac{1}{R^3-r^3}\int_r^R(R^3-\rho^3)\,u'\,d\rho \nonumber\\
&=\frac{1}{3D(R^3-r^3)}\int_r^R\frac{(R^3-\rho^3)^2}{\rho^2}\,d\rho . \label{eq:Tint}
\end{align}
The integrand is $R^6/\rho^2-2R^3\rho+\rho^4$, and the integral is
\begin{align}
&R^6\left(\frac1r-\frac1R\right)-R^3(R^2-r^2)+\frac{R^5-r^5}{5}\nonumber\\
&\quad=\frac{R^6}{r}-\frac95R^5+R^3r^2-\frac{r^5}{5}
=\frac{R^6}{r}\left(1-\frac95x+x^3-\frac{x^6}{5}\right).
\end{align}
With $\tau_0=R^3/(3Dr)$ this becomes
\begin{equation}
\frac{T}{\tau_0}=\frac{1-\frac95x+x^3-\frac15x^6}{1-x^3}
=1-\frac95x+O(x^3). \label{eq:T}
\end{equation}
In this model the simple time is slightly too long. The correction is linear in $x$, the cube root of the volume fraction, so a small volume fraction does not by itself guarantee a small error.

The opposite limit checks the formula. Let the gap $h=R-r$ be much smaller than $R$, and write $y=R-\rho$. Then $R^3-\rho^3\approx3R^2y$ and $R^3-r^3\approx3R^2h$, so (\ref{eq:Tint}) becomes
\begin{equation}
T\approx\frac{1}{9DR^2h}\int_0^h\frac{9R^4y^2}{R^2}\,dy=\frac{h^2}{3D}.
\end{equation}
This is the mean capture time in a flat layer of thickness $h$ with one absorbing and one reflecting face: there $u=(hz-z^2/2)/D$ at distance $z$ from the absorbing face, and its average is $h^2/(3D)$. The time is now set by crossing the gap, not by finding a small target.

\subsection{Why the decay is nearly exponential}

A mode decaying as $e^{-Dk^2t}$ and vanishing at $r$ has the form $\sin[k(\rho-r)]/\rho$. Zero slope at $R$ requires $kR\cos[k(R-r)]=\sin[k(R-r)]$, or
\begin{equation}
\tan[k(R-r)]=kR . \label{eq:tan}
\end{equation}
Put $q=kR$ and expand the tangent for small $q$, with $\tan z=z+z^3/3+2z^5/15+\dots$. After division by $q$,
\begin{equation}
(1-x)+\frac{q^2}{3}(1-x)^3+\frac{2q^4}{15}+\dots=1 .
\end{equation}
At lowest order $q^2=3x$. Keeping the next order,
\begin{equation}
\frac{q^2}{3}=x+xq^2-\frac{2q^4}{15}
\approx x+3x^2-\frac65x^2=x\left(1+\frac95x\right).
\end{equation}
The slowest decay rate is therefore
\begin{equation}
Dk^2=\frac{3xD}{R^2}\left(1+\frac95x\right)=\frac1{\tau_0}\left(1+\frac95x\right),
\end{equation}
in agreement with (\ref{eq:T}) to this order. As $x\to0$ the other roots approach the positive solutions of $\tan q=q$, the first of which lies between $\pi$ and $3\pi/2$. Those modes decay at rates above about $\pi^2D/R^2$, far faster than $1/\tau_0$. In the same limit the slowest mode becomes uniform, and the others, being orthogonal to it, drop out of a uniform initial state. One exponential remains. This argument is for the cell. With randomly placed sinks, regions poor in sinks empty more slowly, so the decay is only close to a single exponential. At $x=0.05$, in periodic boxes of 200 sinks, the slowest mode carries about $0.99$ of the impurity. In an unbounded random medium, large sink-free regions slow the decay at very late times.

\subsection{Slow capture at the surface}

Suppose the surface captures with a finite velocity $s$, so that the flux density into the sink is $sc(r)$. The condition $u(r)=0$ is replaced by $Du'(r)=su(r)$. Equation (\ref{eq:uprime}) did not use the condition at $r$ and still holds, so
\begin{equation}
u(r)=\frac{Du'(r)}{s}=\frac{R^3-r^3}{3r^2s} .
\end{equation}
This constant is added to $u$ everywhere, and therefore to the mean time:
\begin{equation}
T_s=T+\frac{R^3-r^3}{3r^2s}
=T+\tau_0\,\frac{D}{sr}\,(1-x^3). \label{eq:Ts}
\end{equation}
For $x\ll1$, gettering is diffusion-limited when $s\gg D/r$. In the opposite limit, $s\ll D/r$, the time tends to $1/(4\pi r^2sn)$: the area law appears once a velocity is available.

The two regimes respond differently to sink size. At fixed volume fraction $\phi=4\pi r^3n/3$, substituting $n=3\phi/(4\pi r^3)$ gives
\begin{equation}
\tau_0=\frac{r^2}{3D\phi}\quad\text{(diffusion)},\qquad
\frac1{4\pi r^2sn}=\frac{r}{3s\phi}\quad\text{(surface)} .
\end{equation}
Dividing the same sink volume into spheres of half the radius shortens the time by a factor of four in the first case and two in the second. Smaller spheres also raise $D/r$, so the surface condition becomes harder to satisfy.

\section{A numerical case}

Take the round model values $D=1\times10^{-6}\ \mathrm{cm^2/s}$, $r=5\times10^{-6}\ \mathrm{cm}$ and $n=1\times10^9\ \mathrm{cm^{-3}}$. Then
\begin{equation}
\tau_0=\frac{1}{4\pi(10^{-6})(5\times10^{-6})(10^9)}\ \mathrm{s}
=15.9\ \mathrm{s}=0.265\ \mathrm{min}.
\end{equation}
The cell radius is $R=6.20\times10^{-4}\ \mathrm{cm}$, so $x=0.00806$. The leading correction is $9x/5=0.0145$, and the mean time in the cell is $15.92\times(1-0.0145)\approx15.7\ \mathrm{s}$. Diagonalizing the radial diffusion operator numerically gives the same $15.7\ \mathrm{s}$. Removal of $99\%$ takes $\tau_0\ln100=73.3\ \mathrm{s}$ by the estimate and $72.2\ \mathrm{s}$ by the numerical decay.

The slowest mode carries a fraction $0.99996$ of the initial impurity. The largest difference between the numerical decay and $e^{-t/\tau_0}$ is $0.0054$ of the initial amount. This comes mainly from the shift in the time constant: a relative rate change of $9x/5$ alters the exponential by about $(9x/5)(t/\tau_0)e^{-t/\tau_0}$, whose maximum, at $t=\tau_0$, is $0.0145/e\approx0.0053$.

The overlap time $R^2/D$ is $0.385\ \mathrm{s}$. By then $2.43\%$ has been captured in the cell; the isolated-sink result (\ref{eq:early}) gives $2.44\%$. At $\tau_0$ the diffusion length is $3.99\times10^{-3}\ \mathrm{cm}$, or $6.43R$. The estimate is good to about $1.5\%$ of the cell result although the diffusion fields have long since merged.

In the slowest mode, the concentration at $10r$ is $0.911$ of its value at $R$. Equation (\ref{eq:u}) accounts for this, since $u$ has the shape of the slowest mode to leading order. In units of $R^3/(3Dr)$, $u$ is close to $0.9$ at $10r$ and close to $1-\frac32x=0.988$ at $R$, and $0.9/0.988=0.911$.

For surface capture the velocity scale is $D/r=0.20\ \mathrm{cm/s}$. If $s$ equals this value, (\ref{eq:Ts}) gives $15.68+15.92=31.6\ \mathrm{s}$, twice the diffusion-limited time. If $s$ is fifty times larger, the mean time is $16.0\ \mathrm{s}$.

\section{Comparison and limits of use}

The cell formula shows where the estimate loses accuracy:
\begin{center}
\begin{tabular}{cc}
$x=r/R$ & $T/\tau_0$ in the cell\\
$0.05$ & $0.910$\\
$0.10$ & $0.822$\\
$0.30$ & $0.500$
\end{tabular}
\end{center}
These values come from the numerical diffusion operator, which was tested against (\ref{eq:T}). The cell time is $10\%$ below $\tau_0$ at $x=0.0557$, where the sinks fill a fraction $1.73\times10^{-4}$ of the volume. At $x=0.30$ the simple estimate is twice the cell time.

The cell is itself a model of the sink arrangement. Random walks in three dimensions test it without using a cell. From any point, the walker jumps to a uniformly random point on the surface of the largest sphere that is centred on its present position and contains no part of a sink. If that sphere has radius $d$, the mean duration of the jump is $d^2/(6D)$, the value at the centre of the solution $(d^2-\rho^2)/(6D)$ of $D\nabla^2u=-1$ that vanishes at $\rho=d$.

For a simple cubic lattice of sinks at $x=0.10$, the walks give $T/\tau_0=0.829\pm0.006$, where the uncertainty is one standard error. The cell value, $0.822$, agrees within about that error. For sinks placed independently at random, with $x=0.05$ and 200 sinks in each of 12 periodic boxes, the walks give $0.970\pm0.006$. This sample is small and the boxes are finite. With more and larger boxes the value lies near $0.98$, about $0.01$ higher, in line with $1-\sqrt3\,x^{3/2}=0.981$. The cell value at this $x$ is $0.910$, so the difference is well outside the sampling error. The coefficient $\frac95$ is that of the spherical cell. It is a good approximation for the cubic lattice tested here, but it should not be used to correct $\tau_0$ for randomly placed sinks. In the random case computed here, the uncorrected estimate is the better of the two.

Other failures come from the assumptions and are not cured by small $x$. Sinks in tight clusters compete for the same impurity, so the time is longer than $\tau_0$. Each sink must hold about $c_0/n$ impurities; if it fills up first, capture stops early. If sinks release impurities, the concentration tends to a nonzero balance instead of zero. If sinks grow, $r$ and hence the rate change with time. If the sinks lie in a layer, and $L$ is the distance from it to the far edge of the region to be cleaned, transport to the layer takes a time of order $L^2/D$, which $\tau_0$ does not contain. Within the stated conditions, $1/(4\pi Drn)$ is the leading-order e-folding time for $r\ll R$. The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
diffusivity D = 1.0e-06 cm^2/s
sink radius r = 5.0e-06 cm
sink density n = 1.0e+09 cm^-3
cell radius R = 6.204e-04 cm
ratio x = r/R = 0.00806 (no unit)
simple gettering time tau0 = 15.92 s
simple gettering time tau0 = 0.265 min
cell mean time, derived formula = 15.68 s
cell mean time, numerical diffusion = 15.68 s
slowest-mode time, from tan condition = 15.69 s
slowest-mode weight = 0.99996 (no unit)
largest gap between decay and exp(-t/tau0) = 0.0054 (no unit)
time to 99% removal, tau0 ln 100 = 73.3 s
time to 99% removal, numerical = 72.2 s
concentration at 10 r over that at R = 0.911 (no unit)
overlap time R^2/D = 0.385 s
captured by overlap time, numerical = 2.43 %
captured by then, isolated-sink formula = 2.44 %
diffusion length at tau0 = 3.989e-03 cm
diffusion length at tau0 over R = 6.43 (no unit)
surface velocity scale D/r = 0.20 cm/s
mean time if s = D/r = 31.60 s
mean time if s = 50 D/r = 16.00 s
x where cell time is 10% below tau0 = 0.0557 (no unit)
sink volume fraction at that x = 1.73e-04 (no unit)
cell mean time/tau0 at x = 0.05: 0.910 (no unit)
cell mean time/tau0 at x = 0.10: 0.822 (no unit)
cell mean time/tau0 at x = 0.30: 0.500 (no unit)
cubic lattice, x = 0.10: walk time/tau0 = 0.829 +/- 0.006 (no unit)
random sinks, x = 0.05: walk time/tau0 = 0.970 +/- 0.006 (no unit)
random sinks per periodic box = 200, boxes = 12
\end{verbatim}
